\section*{Stable vibrational overlaps for displaced wells of unequal frequency}

\section{A probability of three trillion}

A trap in a solid changes its charge state, and one vibrational mode passes from a well of quantum $0.005$ Ry to a displaced well of quantum $0.004$ Ry. Let the mode start in level $m=100$, about $6.8$ eV above the bottom of the well. This level serves as a numerical test: a real trap is not thermally excited so far, and its mode could not be expected to stay harmonic there. The squared overlaps with final levels $0$ to $120$ are probabilities and cannot add up to more than one. A ladder recursion in double precision, correct as algebra, gives for their sum
\[
3.1\times10^{12}.
\]
The digits of this number are amplified rounding noise: regrouping the same arithmetic, or changing the last bit of the starting column, moves it between about $10^{11}$ and $10^{13}$. Carried out with 60 digits, the same recursion agrees with an independent quadrature to $5.4\times10^{-15}$ for every overlap in the table. The fault therefore lies in how rounding errors travel. Finding their route shows what a stable scheme must avoid.

\section{The model and the naive recursion}

I use Rydberg units: $\hbar=1$, the electron mass is $1/2$, lengths are in bohr and energies in Ry. The two wells are
\begin{align}
H_i&=\frac{p^2}{2M}+\frac{M}{2}w_i^2x^2, &
H_f&=\frac{p^2}{2M}+\frac{M}{2}w_f^2(x-d)^2,
\end{align}
with real eigenfunctions $\phi_m$ and $\chi_n$. The electronic energy offset is omitted because it does not affect the overlaps
\begin{equation}
F_{mn}=\langle\phi_m|\chi_n\rangle .
\end{equation}
The model has one harmonic mode; anharmonicity, mode mixing and the electronic matrix element are left out. The example takes round parameters, $M=20000$ and $d=0.5$ bohr, and belongs to no particular defect.

The lowering operators are
\begin{align}
a&=\sqrt{\tfrac{Mw_i}{2}}\,x+\frac{ip}{\sqrt{2Mw_i}}, &
b&=\sqrt{\tfrac{Mw_f}{2}}\,(x-d)+\frac{ip}{\sqrt{2Mw_f}} .
\end{align}
Adding and subtracting $a$ and $a^\dagger$ gives $x=(a+a^\dagger)/\sqrt{2Mw_i}$ and $ip=\sqrt{Mw_i/2}\,(a-a^\dagger)$. Inserted in $b$, these yield
\begin{equation}
b=\tfrac12\sqrt{\tfrac{w_f}{w_i}}(a+a^\dagger)+\tfrac12\sqrt{\tfrac{w_i}{w_f}}(a-a^\dagger)-g
=ua+va^\dagger-g,
\end{equation}
where
\begin{equation}
u=\frac{w_f+w_i}{2\sqrt{w_iw_f}},\quad
v=\frac{w_f-w_i}{2\sqrt{w_iw_f}},\quad
g=d\sqrt{\frac{Mw_f}{2}},\quad u^2-v^2=1 .
\end{equation}
Here $u=1.0062$, $v=-0.1118$ and $g=3.162$. The final-well Huang--Rhys factor is $g^2=10$.

Now take matrix elements between $\phi_m$ and $\chi_n$. Acting to the left, $a$ turns $\langle\phi_m|$ into $\sqrt{m+1}\langle\phi_{m+1}|$, and $a^\dagger$ turns it into $\sqrt m\langle\phi_{m-1}|$. Hence $b$ and $b^\dagger=ua^\dagger+va-g$ give
\begin{align}
\sqrt n\,F_{m,n-1}&=u\sqrt{m+1}\,F_{m+1,n}+v\sqrt m\,F_{m-1,n}-gF_{mn},\label{lower}\\
\sqrt{n+1}\,F_{m,n+1}&=u\sqrt m\,F_{m-1,n}+v\sqrt{m+1}\,F_{m+1,n}-gF_{mn}.\label{raise}
\end{align}
The second relation needs row $m+1$. Solving (\ref{lower}) for $\sqrt{m+1}F_{m+1,n}$ and inserting it in (\ref{raise}) gives $F_{m-1,n}$ the coefficient $\sqrt m\,(u-v^2/u)=\sqrt m/u$, and $F_{mn}$ the coefficient $-g+gv/u$:
\begin{equation}
\sqrt{n+1}\,F_{m,n+1}=\frac{\sqrt m}{u}F_{m-1,n}+\frac vu\sqrt n\,F_{m,n-1}-g\Bigl(1-\frac vu\Bigr)F_{mn}.\label{ladder}
\end{equation}

The first column starts from an integral of two Gaussians. With $W=w_i+w_f$, completing the square gives
\begin{equation}
w_ix^2+w_f(x-d)^2=W\Bigl(x-\frac{w_fd}{W}\Bigr)^2+\frac{w_iw_f}{W}d^2 .
\end{equation}
The normalization factors and the integral combine to
\begin{equation}
\Bigl(\frac{M^2w_iw_f}{\pi^2}\Bigr)^{1/4}\Bigl(\frac{2\pi}{MW}\Bigr)^{1/2}=\Bigl(\frac{2\sqrt{w_iw_f}}{W}\Bigr)^{1/2}=u^{-1/2},
\end{equation}
so that
\begin{equation}
F_{00}=u^{-1/2}\exp\Bigl[-\frac{Mw_iw_fd^2}{2(w_i+w_f)}\Bigr].
\end{equation}
The exponent is $-0.1/0.018=-5.556$, and $F_{00}=3.854\times10^{-3}$. The rest of the column follows from (\ref{lower}) at $n=0$, where the left side vanishes.

Two limits check the algebra. For equal frequencies, $v=0$ and $u=1$, and row $m=0$ of (\ref{ladder}) gives $F_{0n}=(-g)^n e^{-g^2/2}/\sqrt{n!}$. Its squares form a Poisson distribution of mean $g^2$. The sign of $F_{01}$ is negative for $d>0$, because $\phi_0$ then lies mostly to the left of the final minimum, where $\chi_1<0$. For $d=0$ one has $F_{01}=0$ and $\sqrt2F_{02}=(v/u)F_{00}$: a change of frequency alone creates quanta in pairs, as parity requires.

\section{Where the rounding errors go}

Put an error $\delta$ at $(m,0)$ and follow it through (\ref{ladder}). Each step in $n$ raises the row by at most one. The error can therefore reach $(m+n,n)$ by one path only, on which every step is diagonal. The product of the diagonal coefficients is
\begin{equation}
\prod_{j=0}^{n-1}\frac{\sqrt{m+j+1}}{u\sqrt{j+1}}
=\frac1{u^n}\sqrt{\frac{(m+n)!}{m!\,n!}} .
\end{equation}
From $(40,0)$ to $(120,80)$ the factor is $6.5\times10^{15}$, and a direct run of the recursion from a unit error passes the test against this formula.

One path does not give the total error, since every entry adds rounding and errors from many paths combine. The equal-frequency limit shows the collective mechanism. There (\ref{ladder}) says that column $n+1$ is $b^\dagger$ applied to column $n$, divided by $\sqrt{n+1}$. Suppose that the error in column $n_0$ has a component along $\chi_k$. After $p$ further columns this component has become $\chi_{k+p}$, multiplied by
\begin{equation}
\sqrt{\frac{(k+p)!}{k!}\,\frac{n_0!}{(n_0+p)!}} .
\end{equation}
The wanted column has $k=n_0$ and keeps unit norm. Components with $k<n_0$ shrink, and those with $k>n_0$ grow. Rounding acts on single entries $F_{m,n_0}$, and each $\phi_m$ contains final states with $k>n_0$. The march thus amplifies precisely the components that carry more quanta than the wanted state.

In the example, with its unequal frequencies, the largest double-precision error in the table is $1.7\times10^8$, measured against the 60-digit recursion. An absolute error of $10^{-6}$ is first exceeded in column $n=27$, and the lowest row in which it is exceeded is $m=32$. These figures depend on the order of operations: regrouping changes the errors by up to an order of magnitude and the column by about one. For $m,n\le20$ the largest error is $5.7\times10^{-10}$, and in rows $m\le5$ it stays at $3\times10^{-14}$ for all $n$ up to 120. The good behaviour of the low rows fits the mechanism: the amplified states have many final quanta and little weight on low initial levels. For capture from a cold initial well the ladder recursion is adequate in this example. In rows $m\le5$ it even keeps a relative accuracy of about $10^{-10}$ for the smallest overlaps. It fails when initial levels above about $m=30$ are needed with full weight: the error passes $10^{-2}$ near $m=50$.

\section{Recur on functions, not on overlaps}

The damage comes from mixing between rows: a rounding error in a single entry $F_{mn}$ spreads to other rows, and it contains final states that grow while the wanted one keeps its norm. In the position representation, multiplication by $x$ acts at each point separately, and the mixing disappears. For either well, with minimum at $c$ and frequency $w$, define $y=\sqrt{Mw}\,(x-c)$. This is the sum of that well's lowering and raising operators divided by $\sqrt2$, so its functions $\psi_k$ obey
\begin{equation}
\sqrt2\,y\,\psi_k=\sqrt k\,\psi_{k-1}+\sqrt{k+1}\,\psi_{k+1}.
\end{equation}
Solved for the highest function, this is
\begin{equation}
\psi_{k+1}=\sqrt{\frac2{k+1}}\,y\,\psi_k-\sqrt{\frac k{k+1}}\,\psi_{k-1},\label{hermite}
\end{equation}
started from $\psi_0=(Mw/\pi)^{1/4}e^{-y^2/2}$.

Its stability has to be examined in two regions. Take $y>0$; negative $y$ follows by parity. Let $r_k=\psi_k/\psi_{k-1}$. Dividing (\ref{hermite}) by $\psi_k$ gives
\begin{equation}
r_{k+1}=\sqrt{\frac2{k+1}}\,y-\sqrt{\frac k{k+1}}\,\frac1{r_k}.
\end{equation}
Suppose that $y\ge\sqrt{2k+1}$, so that the point lies at or beyond the classical turning point of level $k$. Since $(\sqrt k+\sqrt{k+1})^2\le 4k+2$, it follows that $\sqrt2y\ge\sqrt k+\sqrt{k+1}$. If $r_k\ge1$, then
\begin{equation}
r_{k+1}\ge\frac{\sqrt2y-\sqrt k}{\sqrt{k+1}}\ge1 .
\end{equation}
The induction starts with $r_1=\sqrt2y\ge1$. In the forbidden region the wanted solution therefore does not decrease with $k$. A small error in the ratio propagates as
\begin{equation}
\frac{\delta r_{k+1}}{r_{k+1}}=\sqrt{\frac k{k+1}}\,\frac1{r_kr_{k+1}}\,\frac{\delta r_k}{r_k},
\end{equation}
with a factor below one, so inherited relative errors contract.

Inside the turning points, for large $k$ and to leading order, (\ref{hermite}) becomes $\psi_{k+1}\simeq2\cos\theta\,\psi_k-\psi_{k-1}$ with $\cos\theta=y/\sqrt{2k}$. Its local solutions are $e^{\pm ik\theta}$, of constant modulus, and there is no exponential growth. This second argument is an estimate and not a bound, so the recursion was also tested against Hermite polynomials evaluated at 60 digits. For level 120, whose turning point is $y=\sqrt{241}=15.5$, the relative errors are $6.5\times10^{-16}$ at $y=3$ and $2.3\times10^{-16}$ at $y=18$. Near a node the relative error is larger, and only the absolute error, about $2\times10^{-15}$ for all levels up to 120, stays this small.

The start sets a limit. In double precision $e^{-y^2/2}$ leaves the normal range near $|y|=37.6$. Turning points reach that value for levels near 700, but the tails beyond them reach it earlier. The functions should therefore be rescaled during the recursion already somewhat below level 700.

\section{From functions to overlaps}

With both sets of functions on one grid of spacing $h$, the overlap is
\begin{equation}
F_{mn}\simeq h\sum_j\phi_m(x_j)\chi_n(x_j).\label{grid}
\end{equation}
Poisson's summation formula gives the error of such an equal-weight sum over an unbounded grid. For $f=\phi_m\chi_n$ with transform $\hat f(K)=\int f(x)e^{-iKx}dx$ and a grid $x_j=x_0+jh$,
\begin{equation}
h\sum_jf(x_j)=\sum_{q=-\infty}^{\infty}e^{2\pi iqx_0/h}\,\hat f\Bigl(\frac{2\pi q}h\Bigr).
\end{equation}
The term $q=0$ is the integral and the others are errors. The transform of a product is a convolution, so $\hat f$ is small once $|K|$ exceeds the sum of the largest momenta in the two functions. Classically these are $\sqrt{2m+1}\sqrt{Mw_i}$ and $\sqrt{2n+1}\sqrt{Mw_f}$. With highest level $N$ in both wells and a margin of 6 for the tails, I choose
\begin{equation}
h=\frac{2\pi}{(\sqrt{2N+1}+6)(\sqrt{Mw_i}+\sqrt{Mw_f})}.
\end{equation}
The grid covers both wells out to $|y|=\sqrt{2N+1}+6$.

For $N=120$ the factors are $21.52$ and $10+8.94=18.94$. Their product is $407.8$ bohr$^{-1}$, whence $h=0.0154$ bohr, and 330 points suffice. The largest absolute difference from the 60-digit ladder table is $5.4\times10^{-15}$. Doubling $h$ lowers $2\pi/h$ to $204$ bohr$^{-1}$, below the classical sum $15.52\times18.94=294$ bohr$^{-1}$. The largest error then rises to $0.23$, as the momentum condition leads one to expect.

The scheme has these steps:
\begin{enumerate}
\item choose $N$, then the spacing and range of the grid;
\item generate $\phi_0,\dots,\phi_N$ and $\chi_0,\dots,\chi_N$ by (\ref{hermite});
\item form all overlaps as one matrix product, (\ref{grid});
\item check the row sums, and raise $N$ if a needed row is incomplete.
\end{enumerate}
The accuracy is absolute. Small overlaps carry an error of up to about $10^{-15}$: one near $10^{-14}$ has a digit or two at best, while $F_{0,30}=1.4\times10^{-5}$ still has ten or more. This limits the scheme when a rate is set by very small overlaps. For a thermal sum over transitions that release about 50 final quanta, the grid table is wrong by some 2 per cent at 300 K and 9 per cent at 100 K, whereas the ladder recursion, relatively accurate in its low rows, gives the same sum to about $10^{-14}$. The grid is the method for high rows, and the ladder for tiny overlaps in low rows.

\section{What completeness verifies}

Inserting the complete set $\sum_n|\chi_n\rangle\langle\chi_n|=1$ between two copies of $\phi_m$ gives
\begin{equation}
\sum_{n=0}^\infty F_{mn}^2=1 .
\end{equation}
All terms are non-negative, so a partial sum cannot exceed one, and its deficit is the probability left outside the table. For $m=0$, 5 and 20 the full row sums differ from one by $2.4\times10^{-14}$; this common value comes from rounding of the spacing when the grid points are generated, and for $m=0$ it falls below $10^{-15}$ with points placed at integer multiples of $h$. For $m=100$ the stable table gives $0.43$. This is no numerical fault: more than half of the probability lies above $n=120$. The ladder value $3.1\times10^{12}$ breaks the upper bound and is exposed at once.

The cutoff can be estimated in advance. The classical orbit of level $m$ has amplitude $A=\sqrt{(2m+1)/(Mw_i)}$. At phase $\theta$ its energy in the final well is
\begin{equation}
E(\theta)=\frac M2\bigl[w_i^2A^2\sin^2\theta+w_f^2(A\cos\theta-d)^2\bigr].
\end{equation}
Differentiating with respect to $c=\cos\theta$ gives
\begin{equation}
\frac{dE}{dc}=-MA\bigl[(w_i^2-w_f^2)Ac+w_f^2d\bigr].
\end{equation}
For $w_i>w_f$ and $A\le w_f^2d/(w_i^2-w_f^2)$ this is not positive anywhere on the orbit, and the maximum lies at $c=-1$, the turning point farther from the final minimum. The bound is $0.89$ bohr here, and $A=0.64$ bohr for $m=20$, so the condition holds for all three rows. The classical reach is then
\begin{equation}
n_{\rm cl}=\frac{Mw_f(A+d)^2}{2}-\frac12 .
\end{equation}
For $m=0$, $A=0.1$ bohr and $n_{\rm cl}=40\times0.36-0.5=13.9$.

\begin{center}
\begin{tabular}{cccc}
$m$ & $n_{\rm cl}$ & deficit at $\lfloor n_{\rm cl}\rfloor$ & $n$ for deficit $<10^{-10}$\\
0 & 13.9 & 0.11 & 30\\
5 & 27.2 & 0.041 & 39\\
20 & 51.5 & 0.052 & 63
\end{tabular}
\end{center}

Stopping at the integer part of the classical reach loses 4 to 11 per cent of the probability in these rows. The quantum state extends beyond the orbit, and rounding the reach down to an integer adds to the loss. A further 12 to 17 levels, counted from $\lfloor n_{\rm cl}\rfloor$, bring the deficit below $10^{-10}$.

\section{What completeness cannot see}

Any displacement gives a complete set of final states. With $d=0.55$ bohr in place of $0.50$, the row $m=0$ still sums to one within $2.5\times10^{-14}$. A check that contains the parameters is needed, and the mean final-well energy supplies it. In $\phi_m$ one has $\langle x\rangle=0$, $\langle x^2\rangle=(m+\frac12)/(Mw_i)$ and $\langle p^2\rangle/2M=\frac12w_i(m+\frac12)$. Evaluating $\langle\phi_m|H_f|\phi_m\rangle$ in the final basis and directly gives
\begin{equation}
\sum_nw_f\bigl(n+\tfrac12\bigr)F_{mn}^2=\frac{m+\frac12}2\Bigl(w_i+\frac{w_f^2}{w_i}\Bigr)+\frac M2w_f^2d^2 .\label{energy}
\end{equation}
For $m=0$ the right side is $0.00205+0.04000=0.04205$ Ry, and the sum over the table agrees. The wrong displacement gives $0.05045$ Ry and is caught. The weight $n+\frac12$ also makes this sum more sensitive, in relative terms, to a missing tail. The rule is not a complete check. Its right side is unchanged under $w_i\to w_f^2/w_i$ for every $m$: with $w_i=0.0032$ Ry all energy sums are the same, although $F_{0,10}^2$ drops from $0.140$ to $0.112$. Nor does it fix the sign of $d$: reflection multiplies $F_{mn}$ by $(-1)^{m+n}$ and leaves the squares unchanged. The sign of $F_{01}$ settles that point.

\section{Reading the overlaps for a trap}

From $m=0$ the most probable final level is $n=10$, with $F_{0,10}^2=0.140$. Equation (\ref{energy}) gives the mean level $0.04205/0.004-0.5=10.0$. The relaxation energy $0.040$ Ry, ten final quanta, thus sets the centre of the distribution. At $n=20$ the squared overlap is $6.0\times10^{-4}$, and at $n=30$ it is $1.9\times10^{-10}$. In this model a transition that must place 30 quanta in the final well is strongly suppressed when it starts from the lowest level. Higher initial levels reach further, as the table of cutoffs shows. In thermal equilibrium they enter with weights proportional to $e^{-mw_i/k_BT}$.

If the electronic coupling is linear in the coordinate, the rate needs $\langle\phi_m|x|\chi_n\rangle$. Since $x=(a+a^\dagger)/\sqrt{2Mw_i}$,
\begin{equation}
\langle\phi_m|x|\chi_n\rangle=\frac{\sqrt m\,F_{m-1,n}+\sqrt{m+1}\,F_{m+1,n}}{\sqrt{2Mw_i}},
\end{equation}
which agrees with direct quadrature to $5\times10^{-16}$ bohr. For $m=0$, $n=10$ the element is only $0.0011$ bohr, although $F_{0,10}=0.374$ is large. Equation (\ref{lower}) at $m=0$ explains this:
\begin{equation}
uF_{1n}=\sqrt n\,F_{0,n-1}+gF_{0n}.
\end{equation}
Here $\sqrt{10}=g$, so $F_{1,10}$ is proportional to $F_{0,9}+F_{0,10}$. Near the maximum of the distribution these two overlaps have almost equal size and opposite sign, and they nearly cancel. The largest overlap therefore need not give the largest coupling.

The origin of the coordinate matters for the same reason. For a coupling proportional to $x-x_0$ the element changes by $-x_0F_{mn}$, which here can exceed the original element many times over. A rate calculation must state the configuration at which its linear coupling is defined. Further values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
initial quantum w_i = 0.0050 Ry = 68.03 meV
final quantum w_f = 0.0040 Ry = 54.42 meV
mass = 20000 Rydberg mass units = 21.94 u
displacement = 0.50 bohr; highest level = 120
Huang-Rhys factor, initial well = 12.500
Huang-Rhys factor, final well = 10.000
relaxation energy, final well = 0.0400 Ry
u = 1.006231, v = -0.111803, g = 3.162278 (dimensionless)
grid: 330 points, spacing 0.01541 bohr
F[0,0] = 3.85393265e-03, squared = 1.485280e-05
F[0,1] = -1.35413390e-02, squared = 1.833679e-04
F[0,5] = -1.71680832e-01, squared = 2.947431e-02
F[0,10] = 3.73529234e-01, squared = 1.395241e-01
F[0,15] = -1.74043367e-01, squared = 3.029109e-02
F[0,20] = 2.45173546e-02, squared = 6.011007e-04
F[0,30] = 1.37753034e-05, squared = 1.897590e-10
most probable n from m=0: 10
m=0: classical reach n = 13.90, deficit at its integer part = 1.118e-01
m=0: smallest cutoff with deficit < 1e-10: n = 30
m=0: |1 - full row sum| = 2.4e-14
m=0: energy sum = 0.04205000 Ry, rule = 0.04205000 Ry
m=5: classical reach n = 27.17, deficit at its integer part = 4.057e-02
m=5: smallest cutoff with deficit < 1e-10: n = 39
m=5: |1 - full row sum| = 2.4e-14
m=5: energy sum = 0.06255000 Ry, rule = 0.06255000 Ry
m=20: classical reach n = 51.51, deficit at its integer part = 5.151e-02
m=20: smallest cutoff with deficit < 1e-10: n = 63
m=20: |1 - full row sum| = 2.4e-14
m=20: energy sum = 0.12405000 Ry, rule = 0.12405000 Ry
row-orthonormality error, m<=20: 2.5e-14
grid row sum, m=100 (truncated): 0.431665
ladder row sum, m=100: 3.073486e+12
largest grid overlap error: 5.4e-15
largest double-precision ladder error: 1.72e+08
ladder error for m,n<=20: 5.7e-10
ladder error for m<=5, all n: 3.1e-14
first n with ladder error > 1e-6: 27
error growth (40,0) to (120,80): 6.5119e+15
Hermite relative error at y=3: 6.5e-16
Hermite relative error at y=18: 2.3e-16
largest error with doubled spacing: 2.278e-01
wrong displacement = 0.550 bohr
wrong displacement, |1 - row sum|, m=0: 2.5e-14
wrong displacement, energy sum, m=0: 0.05045000 Ry
<0|x|10> = 0.00111268 bohr
largest coordinate-element error: 5.0e-16 bohr
\end{verbatim}
